# Choosing scattering matrices over transfer matrices in layered transport calculations

## The setting and the recommendation

A transport module attached to an electronic-structure program may offer two ways of joining the layers of a film: multiply transfer matrices, or combine scattering matrices. For semiclassical transport with several directions of motion, choose scattering matrices. If slab A lies to the left of slab B, their combined transmission from left to right is

$$t=t_B\,(I-r'_A r_B)^{-1}\,t_A ,$$

where $r'_A$ and $r_B$ are the reflections seen from between the slabs. With the conserving cells described below, every matrix in this formula except the inverse has entries between 0 and 1, and for two thick slabs the inverse grows only linearly with thickness. A transfer matrix contains $e^{k_{\max}L}$, where $L$ is the thickness and $1/k_{\max}$ is far shorter than the mean free path. It loses the wanted digits first and overflows later. In the copper example below it gives a negative transmission at 40 nm, one mean free path.

## What the calculation solves

Consider steady, elastic, linear-response transport along $x$, uniform in the film plane, with a spherical Fermi surface and isotropic scattering. Write the distribution at total energy $E$ as $f=f_0(E)+(-\partial f_0/\partial E)\,g$. At fixed total energy the applied field does not appear separately: its bending of trajectories acts on $g$, which is already first order in the bias. With mean free path $\lambda$ and direction cosine $\mu$,

$$\mu\frac{\partial g}{\partial x}=\frac{\langle g\rangle-g}{\lambda},\qquad \langle g\rangle=\frac12\int_{-1}^{1}g\,d\mu .$$

Choose $N$ Gauss nodes $0<\mu_1<\dots<\mu_N<1$ with weights $w_i$, $\sum_i w_i=1$. Let $g_i^\pm$ belong to the directions $\pm\mu_i$. The flux modes are

$$a_i=2\mu_iw_ig_i^+\ \text{(rightward)},\qquad b_i=2\mu_iw_ig_i^-\ \text{(leftward)}.$$

To obtain their equation, multiply the rightward equation by $2w_i$. The loss term contains $2w_ig_i^+=a_i/\mu_i$. The gain term is

$$2w_i\langle g\rangle=w_i\sum_jw_j(g_j^++g_j^-)=\sum_j\frac{w_i}{2\mu_j}(a_j+b_j).$$

The leftward equation differs only in the sign of the derivative. Therefore

$$\frac{da}{dx}=-Qa+Pb,\qquad -\frac{db}{dx}=Pa-Qb,$$

$$P_{ij}=\frac{w_i}{2\lambda\mu_j},\qquad Q_{ij}=\frac{\delta_{ij}}{\lambda\mu_i}-P_{ij}.$$

Each column $j$ of $P$ sums to $1/(2\lambda\mu_j)$, and so does each column of $Q$. What one mode loses, the others gain.

## The starting cell and its thickness

A slab's scattering matrix relates outgoing to incoming fluxes:

$$\begin{pmatrix}a_R\\b_L\end{pmatrix}=S\begin{pmatrix}a_L\\b_R\end{pmatrix},\qquad S=\begin{pmatrix}t&r'\\r&t'\end{pmatrix}.$$

Subscripts $L,R$ denote the left and right faces. Integrate the flux equations over a thin cell of width $h$, replacing each flux on the right-hand side by the mean of its two face values. With $u$ for the incoming vector and $v$ for the outgoing one,

$$v-u=\frac h2M(v+u),\qquad M=\begin{pmatrix}-Q&P\\P&-Q\end{pmatrix}.$$

Collecting $v$ on the left gives

$$S_h=(I-\tfrac h2M)^{-1}(I+\tfrac h2M).$$

**Conservation.** Let $\mathbf 1^T$ be a row of ones. Since $\mathbf 1^TM=0$, we have $\mathbf 1^T(I-hM/2)=\mathbf 1^T$, hence $\mathbf 1^T(I-hM/2)^{-1}=\mathbf 1^T$ and $\mathbf 1^TS_h=\mathbf 1^T$. All incoming flux leaves.

**Positivity.** Split $I-hM/2=D-F$ into its diagonal $D$ and off-diagonal part $-F$. Every off-diagonal entry of $M$ is positive, so $F\ge0$. The columns of $D-F$ sum to 1, so column $j$ of $F$ sums to $D_{jj}-1<D_{jj}$. The columns of $FD^{-1}$ therefore sum to less than 1, and the series

$$(D-F)^{-1}=D^{-1}\left[I+FD^{-1}+(FD^{-1})^2+\dots\right]$$

converges to a matrix with positive entries. The other factor, $I+hM/2$, is nonnegative if $hQ_{ii}\le2$. Because $Q_{ii}<1/(\lambda\mu_i)$, it is sufficient that

$$h\le2\lambda\mu_1 .$$

Then all entries of $S_h$ are positive. If the cell is too thick they can turn negative; with eight directions and $h=\lambda$, they do.

**Accuracy.** For a solution varying as $e^{kx}$, the midpoint rule replaces the factor $e^{kh}$ by

$$\frac{1+kh/2}{1-kh/2}=\exp\!\left[kh+\frac{(kh)^3}{12}+\dots\right].$$

The relative error in the rate is $(kh)^2/12$ at leading order, so the scheme is second order in $h$.

## Joining two slabs

Let $a$ and $b$ be the rightward and leftward fluxes between A and B. The slab definitions give

$$a=t_Aa_L+r'_Ab,\qquad b=r_Ba+t'_Bb_R .$$

Substitute the second equation into the first and collect $a$:

$$(I-r'_Ar_B)\,a=t_Aa_L+r'_At'_Bb_R .$$

With $X=(I-r'_Ar_B)^{-1}$,

$$a=X(t_Aa_L+r'_At'_Bb_R).$$

The outer fluxes are $a_R=t_Ba+r'_Bb_R$ and $b_L=r_Aa_L+t'_Ab$. Insert $a$, then $b=r_Ba+t'_Bb_R$, and read off the coefficients of $a_L$ and $b_R$:

$$\begin{aligned}
t&=t_BXt_A, & r'&=r'_B+t_BXr'_At'_B,\\
r&=r_A+t'_Ar_BXt_A, & t'&=t'_A(I+r_BXr'_A)t'_B .
\end{aligned}$$

This is the Redheffer star product. It is associative, because either grouping eliminates the same internal fluxes from the same linear equations. It is not commutative in general, so the order of unlike layers can matter. Layers of this model that differ only in $\lambda$ are an exception: either order gives the same $S$, and up to the cell error only the total of $L/\lambda$ counts. A test on three random, asymmetric, flux-conserving slabs compared both groupings with one linear solve for all internal fluxes, and they agreed.

Joining a uniform slab to itself doubles its thickness. Ten products turn $\lambda/1024$ into $\lambda$, and four more give $16\lambda$.

## Why this route is stable

Expand the inverse as $X=I+r'_Ar_B+(r'_Ar_B)^2+\dots$. Each term is one more round trip between the slabs, and none is negative. The star product therefore keeps all entries positive. It also keeps conservation. With $\Sigma$ denoting a sum over modes,

$$\Sigma a+\Sigma b_L=\Sigma a_L+\Sigma b,\qquad \Sigma a_R+\Sigma b=\Sigma a+\Sigma b_R .$$

Adding these and cancelling the internal fluxes gives $\Sigma a_R+\Sigma b_L=\Sigma a_L+\Sigma b_R$.

Let $\rho_A$ and $\rho_B$ be the largest column sums of $r'_A$ and $r_B$. Both are below 1, because every incoming mode has some transmission. In the norm given by the largest column sum,

$$\|X\|\le1+\rho_A\rho_B+(\rho_A\rho_B)^2+\dots=\frac1{1-\rho_A\rho_B}.$$

In a thick slab the transmitted fraction scales as $\lambda/L$, by the diffusion law derived below. For two equal slabs $1-\rho^2\approx2(1-\rho)$, so this bound grows linearly with $L$. The calculated norm does the same: it is 97.1 for two 10,240 nm copper slabs and 193.1 for two 20,480 nm slabs.

Rounding still accumulates. A cell that loses a tiny fraction of its flux acts as a weak absorber. Under equal equilibrium injection from both sides every cell receives the same flux, so the total inherited loss is proportional to the number of cells. In the diffusive regime weak absorption gives $g''=\kappa^2g$, with $\kappa^2$ proportional to the loss per unit length. It multiplies the transmission by

$$\frac{\kappa L}{\sinh\kappa L}\approx1-\frac{(\kappa L)^2}{6}.$$

The relative error inherited from the cells thus grows as $L^2$ while it is small. Each product adds fresh rounding, amplified by a factor of order $\|X\|$, which is again algebraic.

The argument has limits. Two perfectly reflecting slabs make $I-r'_Ar_B$ singular, since flux trapped between them is undetermined. A medium with gain can do the same. Coherent wave amplitudes are not nonnegative fluxes, so this positivity proof does not cover them.

## Why transfer matrices fail

The transfer form relates one face to the other:

$$\frac{d}{dx}\begin{pmatrix}a\\b\end{pmatrix}=K\begin{pmatrix}a\\b\end{pmatrix},\quad K=\begin{pmatrix}-Q&P\\-P&Q\end{pmatrix},\quad W=e^{KL}.$$

To find the growth rates, put $g_i^\pm\propto e^{kx}$ in the transport equation. Then $\pm\lambda k\mu_ig_i^\pm=\langle g\rangle-g_i^\pm$, so $g_i^\pm=\langle g\rangle/(1\pm k\lambda\mu_i)$. Averaging over both signs gives

$$\sum_i\frac{w_i}{1-k^2\lambda^2\mu_i^2}=1 .$$

As a function of $z=k^2\lambda^2$, the left side increases between its poles at $z=1/\mu_i^2$. Between neighbouring poles it runs from $-\infty$ to $+\infty$ and equals 1 once. This gives $N-1$ pairs $\pm k$. Below the first pole the root is $z=0$, which counts twice in $k$. Beyond the last pole the sum is negative. The largest rate therefore lies between $1/(\lambda\mu_2)$ and $1/(\lambda\mu_1)$. With eight directions it is $49.1/\lambda$, close to the upper limit $50.4/\lambda$. It belongs to nearly grazing motion, which scatters within a very short depth.

The double zero carries the current through a thick film. Its two solutions are $g=\text{constant}$ and $g=x-\lambda\mu$. For $g=C+D(x-\lambda\mu)$ the net flux is

$$J=\sum_i2\mu_iw_i(g_i^+-g_i^-)=-4\lambda D\sum_iw_i\mu_i^2=-\frac{4\lambda}{3}D ,$$

since Gauss nodes with $N\ge2$ integrate $\mu^2$ exactly. Inject $g=1$ from the left and $g=0$ from the right. The incoming fluxes are $p_i=2\mu_iw_i$, with sum 1, so $J$ is the total transmission $T$. Near each face, decaying modes adjust the angular distribution. By linearity and symmetry each face costs a drop $cJ/2$ in the extrapolated interior $g$. The interior drop is $3LJ/(4\lambda)$, and the drops must add to 1:

$$\frac1T=\frac{3L}{4\lambda}+c ,$$

up to exponentially small overlap of the two face regions. The calculation gives $c=1.0657$. In the opposite limit $L\to0$, $T\to1$.

To extract transmission from $W$, set $a_L=0$. Then $b_R=W_{22}b_L$, so $t'=W_{22}^{-1}$. In a thick film the transmission is fixed almost entirely by the smallest singular value of $W_{22}$, which grows only linearly, but the stored entries are of order $e^{k_{\max}L}$ and carry errors of order $\varepsilon e^{k_{\max}L}$, with $\varepsilon=2.2\times10^{-16}$ in double precision. Digits are lost gradually. Apart from prefactors, the last ones go at $L_{\rm digits}$ and overflow comes at $L_{\rm overflow}$, where

$$L_{\rm digits}\approx\frac{\ln(1/\varepsilon)}{k_{\max}},\qquad L_{\rm overflow}\approx\frac{\ln(\text{largest number})}{k_{\max}} .$$

Cutting the slab into thinner cells and multiplying their transfer matrices does not help, because the product must still represent the whole slab. The fault lies in forming that product: thin-cell transfer matrices kept separate, in one banded linear system for all face fluxes, avoid the growth.

One case escapes. With a single flux pair, $N=1$, $\mu_1=\tfrac12$ and $w_1=1$, so $P=Q=1/\lambda$ and $K^2=0$. Then $W=I+KL$, $W_{22}=1+L/\lambda$ and $T=1/(1+L/\lambda)$. Nothing grows exponentially. The instability comes from resolving several directions.

## Copper films, worked through

Take cross-plane conduction at 300 K between ideal reservoirs, with rough typical inputs: lattice constant 0.3615 nm, one free electron per atom and $\lambda=40$ nm. Use $N=8$ and $h=40/1024=0.039$ nm. Since $\mu_1=0.01986$, the positivity limit is $2\lambda\mu_1=1.59$ nm, well above $h$.

The largest rate is $k_{\max}=1.227$ nm$^{-1}$. Hence $L_{\rm digits}\approx36.04/1.227=29.4$ nm and $L_{\rm overflow}\approx709.8/1.227=578$ nm. Both routes below use the same cells and the same doublings:

| $L$ (nm) | $T$, star | $T$, transfer |
|---:|---:|---:|
| 20 | 0.7042 | 0.7042 |
| 40 | 0.5534 | −0.0141 |
| 80 | 0.3901 | $-8\times10^{-24}$ |
| 320 | 0.1415 | $-2\times10^{-152}$ |
| 640 | 0.0765 | not a number |

The tiny values are not physical attenuation, and the signs of the failed values mean nothing. The parts of $W_{22}$ that fix the transmission are buried under rounding noise that grows as $e^{k_{\max}L}$, and inversion turns this growth into decay. From 80 to 320 nm the magnitude falls by about 129 powers of ten, close to the 128 powers of ten by which $e^{k_{\max}L}$ grows. Repeating the transfer calculation at 640 nm with 500 digits gives 0.076536, within a relative $6.4\times10^{-12}$ of the star result. The equations are equivalent; the arithmetic fails.

Monte Carlo flights with continuous directions, 400,000 per film, give $0.5527\pm0.0008$ at 40 nm and $0.2470\pm0.0007$ at 160 nm. The star values are 0.5534 and 0.2460, within 1.6 standard errors. At 40,960 nm the star result departs from the thick-slab law by a relative $2.3\times10^{-8}$.

For resistance, count transverse states: the Fermi disc has area $\pi k_F^2$, giving $\pi k_F^2/(4\pi^2)=k_F^2/(4\pi)$ modes per unit area for each spin. Thus

$$RA=\frac{h_P}{2e^2}\,\frac{4\pi}{k_F^2}\,\frac1T ,$$

where $h_P$ is Planck's constant. The density $n=4/(0.3615\text{ nm})^3=84.67$ nm$^{-3}$ gives $k_F=(3\pi^2n)^{1/3}=13.585$ nm$^{-1}$ and a ballistic value of 0.879 mΩ µm². At 40 nm, $RA=0.879/0.5534=1.59$ mΩ µm², including the contact resistance to the reservoirs.

The thickness slope gives the bulk resistivity. Using $h_P=2\pi\hbar$ and $k_F^3=3\pi^2n$,

$$\rho=\frac{h_P}{2e^2}\frac{4\pi}{k_F^2}\frac{3}{4\lambda}=\frac{3\pi^2\hbar}{e^2k_F^2\lambda}=\frac{\hbar k_F}{ne^2\lambda}=1.65\ \text{µΩ cm},$$

which is the Drude result.

Real copper at room temperature has a resistivity of roughly 1.7 µΩ cm. The agreement reflects the typical $\lambda$ put in and is not a prediction. Real contacts reflect, by an amount that depends on the materials joined: an assumed specular reflection of 10% at each interface raises the 40 nm resistance by 12.6%. Copper's Fermi surface is not a sphere; the zone face lies 10.8% beyond the free-electron radius, and the real surface bulges out to meet it, which sets a scale for the neglected anisotropy. Phonon scattering is not strictly elastic: for a rough Debye temperature of 340 K, the Bloch–Grüneisen weight $[(x/2)/\sinh(x/2)]^2$, with $x$ the phonon energy over the thermal energy, is 10% below its classical value of 1 for the most energetic phonons. Forward-biased scattering with angular weight $1+0.9\cos\theta$ (mean cosine 0.3), at fixed transport mean free path, changes $T$ at 40 nm by −0.23%. Thermal smearing and wave interference have scales $k_BT_{\rm film}/E_F=0.37\%$, with $T_{\rm film}$ the film temperature, and $1/(k_F\lambda)=0.18\%$. Grain boundaries are left out and not sized here; they can matter greatly in polycrystalline films.

## Choosing the settings

- **Joining method.** Use the star product when several directions are resolved. For a target relative error $\delta$, a rough upper thickness for transfer matrices is $\lambda\mu_1\ln(\delta/\varepsilon)$. This estimate omits prefactors, so the thickness at which the error actually reaches $\delta$ can differ considerably. For the eight-direction copper film and $\delta=10^{-6}$ it gives 18 nm, which is cautious: the error reaches $10^{-6}$ only near 25 nm, and the last digits go near 35 nm rather than at $L_{\rm digits}=29.4$ nm.
- **Number of directions.** Increase it until $T$ settles. Going from 8 to 16 leaves $T=0.553406$ at 40 nm unchanged to the digits shown, but reduces $L_{\rm digits}$ from 29.4 to 7.7 nm. Finer angles make the transfer route worse.
- **Cell thickness.** Keep $h\le2\lambda\mu_1$ for the smallest $\lambda$ in the stack, then halve $h$ to judge accuracy. For the 10 nm film, the largest error in any entry of $S$ fell from $1.53\times10^{-6}$ to $3.83\times10^{-7}$, the factor of four expected at second order.
- **Warning signs.** In a conserving model, inspect the column sums of $S$ and the signs of its entries. For the 640 nm film the largest column-sum error was $1.6\times10^{-12}$; at 40,960 nm it had grown to $9.8\times10^{-11}$. Unit sums do not prove that angles or cells are fine enough, because a coarse cell conserves flux too.

The full set of values is in the numerical output.

## Values computed for the example and the checks

```
Lattice constant, rough input: 0.3615 nm
Mean free path, rough input: 40.0 nm
Temperature: 300 K; Debye, rough: 340 K
Flux modes per direction: 8; cell thickness: 0.03906 nm
Smallest direction cosine: 0.01986
Largest growth rate k_max: 1.2271 per nm
k_max times mean free path: 49.082
Growth rate measured from matrix norms: 1.2273 per nm
Estimated digit-loss thickness: 29.4 nm
Estimated overflow thickness: 578 nm
Thickness nm | T star | T transfer | area resistance mOhm um2
    10 | 0.820238 | 0.820238 | 1.0714
    20 | 0.704169 | 0.704169 | 1.2481
    40 | 0.553406 | -0.014056 | 1.5881
    80 | 0.390060 | -8.33112e-24 | 2.2531
   160 | 0.245971 | 8.99937e-68 | 3.5730
   320 | 0.141529 | -2.17846e-152 | 6.2096
   640 | 0.076536 | nan | 11.4827
T at 640 nm, transfer with 500 digits: 0.076536
Relative difference star/500 digits: 6.4e-12
Largest transfer entry at 320 nm: 3.7e+170
Monte Carlo T at 40 nm: 0.5527 +/- 0.0008
Monte Carlo T at 160 nm: 0.2470 +/- 0.0007
Monte Carlo flights per film: 400000
Cell error at 10 nm, step h: 1.53e-06
Cell error at 10 nm, step h/2: 3.83e-07
Reflection-sum norm, two 320 nm slabs: 4.10
Reflection-sum norm, two 10240 nm slabs: 97.1
Reflection-sum norm, two 20480 nm slabs: 193.1
Column-sum defect at 640 nm: 1.6e-12
Column-sum defect at 40960 nm: 9.8e-11
T at 40960 nm: 0.0013003
Relative deviation from thick-slab law there: 2.3e-08
Slope of 1/T per mean free path: 0.750000
Offset c of 1/T: 1.06567
T at 40 nm with 16 modes: 0.553406
Digit-loss thickness, 16 modes: 7.7 nm
Electron density: 84.67 per nm3
Fermi wave number: 13.585 per nm
Fermi energy: 7.031 eV
Ballistic area resistance: 0.8788 mOhm um2
Bulk resistivity from slope: 1.6478 uOhm cm
Drude resistivity: 1.6478 uOhm cm
Reflection assumed at each interface: 10 %
Resistance rise at 40 nm from interfaces: 12.6 %
Mean scattering cosine in anisotropy check: 0.3
Change of T at 40 nm from that: -0.23 %
Zone-face distance above Fermi radius: 10.8 %
Inelastic factor at Debye energy, shift: 10.0 %
Thermal energy over Fermi energy: 0.37 %
Wave interference scale 1/(kF mfp): 0.18 %
```
